# A Troullier-Martins s potential for sodium, tested on 4s and 5s: test program

```python
"""Troullier-Martins s pseudopotential for sodium, tested on 4s and 5s.

Result under test: inside r_c the pseudo-orbital is u = r exp(p(r)), with
p = c0 + c2 r^2 + ... + c12 r^12 fixed by seven conditions (u and four
derivatives at r_c, the norm inside r_c, zero curvature of V_ps at r = 0).
V_ps = E + p'/r + (p'' + p'^2)/2 then keeps the 3s level of the all-electron
potential V and gives 4s and 5s with errors close to
u_n(r_c)^2 [L_ps(E_n) - L(E_n)] / 2, where L = u'/u at r_c.
V is the LDA potential of the Na+ core. Hartree atomic units throughout.
Method: spectral elements whose edges include every r_c used.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial, Legendre
from numpy.polynomial.legendre import legvander
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 11

# ---------- radial spectral elements ----------
edges = [0.0, 1.0, 2.4, 3.0, 3.6, 8.0, 20.0, 50.0, 130.0]
N = 21                                   # polynomial degree per element
PN = Legendre.basis(N)
x = np.concatenate(([-1.0], np.sort(PN.deriv().roots().real), [1.0]))
wx = 2 / (N * (N + 1) * PN(x) ** 2)
gap = x[:, None] - x[None, :] + np.eye(N + 1)
D = PN(x)[:, None] / PN(x)[None, :] / gap
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
stiff = D.T @ (wx[:, None] * D)
half = np.diff(edges) / 2
size = N * len(half) + 1
r, w, K = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e, h in enumerate(half):
    sl = slice(e * N, e * N + N + 1)
    r[sl] = edges[e] + h * (x + 1)
    w[sl] += h * wx
    K[sl, sl] += stiff / h
ri, wi, Ki = r[1:-1], w[1:-1], K[1:-1, 1:-1]


def states(V, l, count):
    """Lowest radial states; V is given on all nodes, V[0] is never used."""
    H = Ki / 2 / np.sqrt(np.outer(wi, wi))
    H = H + np.diag(V[1:-1] + l * (l + 1) / (2 * ri**2))
    E, vec = eigh(H, subset_by_index=[0, count - 1])
    u = np.zeros((count, size))
    u[:, 1:-1] = (vec / np.sqrt(wi)[:, None]).T
    return E, u


def evaluate(f, points):
    """Values between the nodes, from the polynomial of each element."""
    element = np.clip(np.searchsorted(edges, points) - 1, 0, len(half) - 1)
    out = np.zeros(len(points))
    for e, h in enumerate(half):
        here = element == e
        c = np.linalg.solve(legvander(x, N), f[e * N: e * N + N + 1])
        out[here] = legvander((points[here] - edges[e]) / h - 1, N) @ c
    return out


def v_xc(n):
    """Slater exchange and Perdew-Wang correlation, unpolarized."""
    n = np.maximum(n, 1e-45)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    s = np.sqrt(rs)
    A, a1 = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q0 = -2 * A * (1 + a1 * rs)
    q1 = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq1 = A * (b1 / s + 2 * b2 + 3 * b3 * s + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    ec = q0 * log
    dec = -2 * A * a1 * log - q0 * dq1 / (q1**2 + q1)
    return -(3 * n / np.pi) ** (1 / 3) + ec - rs / 3 * dec


def self_consistent(occ_s, occ_p):
    electrons = sum(occ_s) + sum(occ_p)
    V = np.zeros(size)
    V[1:-1] = -(1 + 10 * np.exp(-ri)) / ri
    for _ in range(300):
        rho = np.zeros(size - 2)
        for l, occ in ((0, occ_s), (1, occ_p)):
            _, u = states(V, l, len(occ))
            rho += np.array(occ) @ u[:, 1:-1] ** 2
        U = np.linalg.solve(Ki, wi * rho / ri)
        new = (U - Z) / ri + electrons / r[-1]
        new += v_xc(rho / (4 * np.pi * ri**2))
        change = new - V[1:-1]
        V[1:-1] += 0.4 * change
        if np.max(np.abs(np.minimum(ri, 1.0) * change)) < 1e-9:
            return V
    raise AssertionError("self-consistency not reached")


V_ae = self_consistent([2, 2], [6])
E_ae, u_ae = states(V_ae, 0, 5)
E3, E4, E5 = E_ae[2:5]
u3 = u_ae[2]

# All-electron check: Na+ in a Gaussian basis, denser for diffuse functions
diffuse = [0.0008 * 1.8**k for k in range(10)]
tight = [diffuse[-1] * 2.1**k for k in range(1, 18)]
n_s = len(diffuse) + len(tight)
basis = [[0, [a, 1.0]] for a in diffuse + tight]
basis += [[1, [0.004 * 2.4**k, 1.0]] for k in range(15)]
mol = gto.M(atom="Na 0 0 0", charge=1, basis={"Na": basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,pw"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
assert np.max(np.abs(mf.mo_energy[:2] - E_ae[:2])) < 1e-3   # finite basis

# Core density on a logarithmic mesh, from the elements and from Gaussians
log_mesh = np.linspace(np.log(1e-5), np.log(125.0), 1500)
mesh = np.exp(log_mesh)
volume = 4 * np.pi * mesh**3 * (log_mesh[1] - log_mesh[0])
u_2p = states(V_ae, 1, 1)[1][0]
shells = ((2, u_ae[0]), (2, u_ae[1]), (6, u_2p))
n_core = sum(occ * evaluate(u, mesh) ** 2 for occ, u in shells)
n_core = n_core / (4 * np.pi * mesh**2)
coords = np.zeros((len(mesh), 3))
coords[:, 2] = mesh
ao = dft.numint.eval_ao(mol, coords)
dm = np.asarray(mf.make_rdm1())
n_gauss = np.sum((ao @ dm) * ao, axis=1)
density_gap = np.max(np.abs(4 * np.pi * mesh**2 * (n_gauss - n_core)))
assert density_gap < 1e-2                # finite basis, peak is of order 10

# s levels: analytic one-electron and Coulomb integrals, libxc potential on
# n_core, because a cube root magnifies Gaussian errors of the density tail
v_libxc = np.ravel(dft.libxc.eval_xc("lda,pw", np.maximum(n_core, 1e-30))[1][0])
ao_s = ao[:, :n_s]
fock = (mf.get_hcore() + mf.get_j(mol, dm))[:n_s, :n_s]
fock = fock + ao_s.T @ ((volume * v_libxc)[:, None] * ao_s)
E_gauss = eigh(fock, mf.get_ovlp()[:n_s, :n_s], eigvals_only=True)[:5]
assert np.max(np.abs(E_gauss[:2] - E_ae[:2])) < 1e-3   # finite basis, core
assert np.max(np.abs(E_gauss[2:] - E_ae[2:])) < 1e-4   # finite basis, valence

# The neutral LDA atom has no -1/r tail: it binds fewer s states
V_neutral = self_consistent([2, 2, 1], [6])
E_neutral, _ = states(V_neutral, 0, 8)
bound_neutral = int(np.sum(E_neutral < 0))
assert 3 <= bound_neutral < 5


# ---------- inner region and pseudopotential ----------
def inner(b):
    """Stiffness and weights of [0, r_b] alone."""
    e = b // N - 1
    K_in, w_in = K[: b + 1, : b + 1].copy(), w[: b + 1].copy()
    K_in[b, b] = stiff[-1, -1] / half[e]
    w_in[b] = half[e] * wx[-1]
    return K_in, w_in


def rim(b, f, side=-1):
    """f, f', f'' at node b from the element inside (-1) or outside (+1)."""
    e = b // N - 1 if side < 0 else b // N
    row = -1 if side < 0 else 0
    part = f[e * N: e * N + N + 1]
    d1 = D @ part / half[e]
    return f[b], d1[row], (D @ d1 / half[e])[row]


def log_derivative(V, E, b):
    """u'/u at r_b of the solution regular at the origin."""
    K_in, w_in = inner(b)
    A = (K_in / 2 + np.diag(w_in * (V[: b + 1] - E)))[1:, 1:]
    u = np.linalg.solve(A[:-1, :-1], -A[:-1, -1])
    return 2 * (A[-1, :-1] @ u + A[-1, -1])


class TroullierMartins:
    def __init__(self, rc):
        self.rc = rc
        self.b = b = int(np.argmin(np.abs(r - rc)))
        assert abs(r[b] - rc) < 1e-12
        u, du, _ = rim(b, u3 * np.sign(u3[b]))
        V, dV, ddV = rim(b, V_ae)
        self.u, self.du, self.V, self.dV, self.ddV = u, du, V, dV, ddV
        self.w_in = inner(b)[1]
        self.Q = self.w_in @ u3[: b + 1] ** 2
        p0, p1 = np.log(u / rc), du / u - 1 / rc
        p2 = 2 * (V - E3) - 2 * p1 / rc - p1**2
        p3 = 2 * dV - 2 * p2 / rc + 2 * p1 / rc**2 - 2 * p1 * p2
        p4 = (2 * ddV - 2 * p3 / rc + 4 * p2 / rc**2 - 4 * p1 / rc**3
              - 2 * p2**2 - 2 * p1 * p3)
        self.target = np.array([p0, p1, p2, p3, p4]) * rc ** np.arange(5)
        low = minimize_scalar(self.log_norm_ratio, bounds=(-3, 12),
                              method="bounded").x
        assert self.log_norm_ratio(low) < 0
        self.c2 = brentq(self.log_norm_ratio, -3, low, xtol=1e-14)
        self.c2_other = brentq(self.log_norm_ratio, low, 12, xtol=1e-14)

    def exponent(self, c2):
        """Polynomial p(r) meeting all conditions except the norm."""
        def column(m):
            return np.array([np.prod([m - j for j in range(k)])
                             for k in range(5)], dtype=float)
        a2, a4 = c2 * self.rc**2, -c2**2 / 5 * self.rc**4
        powers = [0, 6, 8, 10, 12]
        M = np.array([column(m) for m in powers]).T
        a = np.linalg.solve(M, self.target - a2 * column(2) - a4 * column(4))
        c = np.zeros(13)
        c[2], c[4] = a2, a4
        c[powers] = a
        return Polynomial(c / self.rc ** np.arange(13))

    def log_norm_ratio(self, c2):
        rr = r[: self.b + 1]
        orbital = rr * np.exp(self.exponent(c2)(rr))
        return np.log(self.w_in @ orbital**2 / self.Q)

    def inside(self, c2, rr):
        p = self.exponent(c2)
        d = p.deriv()
        return E3 + Polynomial(d.coef[1:])(rr) + (d.deriv()(rr) + d(rr)**2) / 2

    def potential(self, c2):
        V = V_ae.copy()
        V[: self.b + 1] = self.inside(c2, r[: self.b + 1])
        return V


tm = TroullierMartins(3.0)
rc, b = tm.rc, tm.b
p = tm.exponent(tm.c2)
V_ps = tm.potential(tm.c2)

# r_c lies outside the outermost node of the all-electron 3s orbital
flip = np.where((u3[1:-1] * u3[2:] < 0) & (r[1:-1] < 10))[0] + 1
k = flip[-1]
node = r[k] - u3[k] * (r[k + 1] - r[k]) / (u3[k + 1] - u3[k])
assert node < 2.4

# Closed form of the c2 dependence of the exponent
t, trial = (r[: b + 1] / rc) ** 2, 0.7
change = tm.exponent(trial)(r[: b + 1]) - tm.exponent(0.0)(r[: b + 1])
closed = (1 - t) ** 5 * (-rc**2 * trial * (1 + 2 * t) / 3
                         + rc**4 * trial**2 * (1 + 5 * t) / 75)
assert np.max(np.abs(change - closed)) < 1e-9

# Five matching conditions: differentiate u_ps itself, in high precision
mp.mp.dps = 30
coef = [mp.mpf(float(c)) for c in p.coef]


def pseudo_orbital(q):
    return q * mp.exp(sum(c * q**m for m, c in enumerate(coef)))


d2 = 2 * (tm.V - E3) * tm.u
d3 = 2 * tm.dV * tm.u + 2 * (tm.V - E3) * tm.du
d4 = 2 * tm.ddV * tm.u + 4 * tm.dV * tm.du + 2 * (tm.V - E3) * d2
for order, wanted in enumerate([tm.u, tm.du, d2, d3, d4]):
    got = float(mp.diff(pseudo_orbital, mp.mpf(rc), order))
    assert abs(got - wanted) < 1e-7

# V_ps joins V smoothly (derivatives of V taken from the outer side)
for got, wanted in zip(rim(b, V_ps), rim(b, V_ae, +1)):
    assert abs(got - wanted) < 1e-4      # roundoff of second derivatives

# Norm condition by high-precision quadrature
Q_mp = float(mp.quad(lambda q: pseudo_orbital(q) ** 2, [0, rc / 2, rc]))
assert abs(Q_mp - tm.Q) < 1e-9

# Zero curvature at the origin: V_ps - V_ps(0) grows as r^4
V0 = tm.inside(tm.c2, 0.0)
rise = [tm.inside(tm.c2, q) - V0 for q in (0.04, 0.08)]
assert abs(rise[1] / rise[0] - 16) < 0.8
assert abs(V0 - (E3 + 3 * tm.c2)) < 1e-10
V0_other = tm.inside(tm.c2_other, 0.0)
assert V0_other > V0

# ---------- eigenvalues ----------
E_ps, u_ps = states(V_ps, 0, 3)
assert abs(E_ps[0] - E3) < 1e-8
outer_gap = np.max(np.abs(np.abs(u_ps[0, b:]) - np.abs(u3[b:])))
assert outer_gap < 1e-6


def count_nodes(u):
    big = u[np.abs(u) > 1e-6 * np.abs(u).max()]
    return int(np.sum(big[1:] * big[:-1] < 0))


nodes_ps = [count_nodes(u) for u in u_ps]
nodes_ae = [count_nodes(u) for u in u_ae[2:]]
assert nodes_ps == [0, 1, 2] and nodes_ae == [2, 3, 4]
error = E_ps - E_ae[2:]
assert np.max(np.abs(error[1:])) < 1e-3

# Norm identity dL/dE = -2 Q / u(r_c)^2 for both potentials
step = 1e-3
slope_norm = -2 * tm.Q / tm.u**2
slopes = [(log_derivative(V, E3 + step, b) - log_derivative(V, E3 - step, b))
          / (2 * step) for V in (V_ae, V_ps)]
for s in slopes:
    assert abs(s / slope_norm - 1) < 1e-4     # finite-difference error


def mismatch(V, E):
    return log_derivative(V, E, b) - log_derivative(V_ae, E, b)


# Control: same 3s level and matching, but 20 % too much inner norm
c2_bad = brentq(lambda c: tm.log_norm_ratio(c) - np.log(1.2), -3, tm.c2)
V_bad = tm.potential(c2_bad)
E_bad, _ = states(V_bad, 0, 3)
error_bad = E_bad - E_ae[2:]
assert abs(error_bad[0]) < 1e-8
assert np.all(np.abs(error_bad[1:]) > 2 * np.abs(error[1:]))
growth = mismatch(V_ps, E3 + 2 * step) / mismatch(V_ps, E3 + step)
growth_bad = mismatch(V_bad, E3 + 2 * step) / mismatch(V_bad, E3 + step)
assert abs(growth - 4) < 0.2 and abs(growth_bad - 2) < 0.2

# Eigenvalue errors from the mismatch of logarithmic derivatives
delta_L = np.array([mismatch(V_ps, E) for E in (E4, E5)])
density = u_ae[3:5, b] ** 2
estimate = density * delta_L / 2
assert np.all(np.abs(estimate / error[1:] - 1) < 0.02)

# ---------- output ----------
print("All-electron s levels, Na+ core potential (hartree):")
for name, E, G in zip(("1s", "2s", "3s", "4s", "5s"), E_ae, E_gauss):
    print(f"  {name}: {E:.6f}   Gaussian-basis check {G:.6f}")
print(f"bound s states of neutral LDA atom in 130 bohr box: {bound_neutral}")
print(f"outermost 3s node: {node:.2f} bohr")
print(f"outer maximum of |u_3s|: {r[np.argmax(np.abs(u3))]:.1f} bohr")
print(f"core radius r_c: {rc:.1f} bohr")
print(f"u_3s(r_c): {tm.u:.6f} bohr^-1/2")
print(f"u_3s'(r_c): {tm.du:.6f} bohr^-3/2")
print(f"V(r_c): {tm.V:.6f} hartree")
print(f"V'(r_c): {tm.dV:.6f} hartree/bohr")
print(f"V''(r_c): {tm.ddV:.5f} hartree/bohr^2")
print(f"3s norm inside r_c: {tm.Q:.6f}")
for k in range(5):
    print(f"p derivative {k} at r_c: {tm.target[k] / rc**k:.6f} bohr^-{k}")
print(f"two roots c2: {tm.c2:.6f} and {tm.c2_other:.6f} bohr^-2")
print(f"V_ps(0) for them: {V0:.5f} and {V0_other:.5f} hartree")
for m in range(0, 13, 2):
    print(f"c{m}: {p.coef[m]:.6e} bohr^-{m}")
print("Pseudopotential levels and errors, pseudo minus all-electron:")
for name, E, d in zip(("3s", "4s", "5s"), E_ps, error):
    print(f"  {name}: {E:.6f} hartree, error {d:.2e} hartree")
for name, A, B in zip(("4s", "5s"), E_ae[3:], E_ps[1:]):
    print(f"  {name} in eV: all-electron {A * HARTREE_EV:.4f}, "
          f"pseudo {B * HARTREE_EV:.4f}")
print(f"dL/dE at 3s: all-electron {slopes[0]:.5f}, pseudo {slopes[1]:.5f}, "
      f"from norm {slope_norm:.5f} (hartree bohr)^-1")
print(f"mismatch growth on doubling E-E_3s: {growth:.3f}, "
      f"control {growth_bad:.3f}")
for name, q, dL, est in zip(("4s", "5s"), density, delta_L, estimate):
    print(f"  {name}: u(r_c)^2 {q:.5f} bohr^-1, L_ps-L {dL:.3e} bohr^-1, "
          f"estimated error {est:.2e} hartree")
print(f"control (norm x 1.2), errors: 4s {error_bad[1]:.2e}, "
      f"5s {error_bad[2]:.2e} hartree")
for radius in (2.4, 3.0, 3.6):
    other = TroullierMartins(radius)
    levels, _ = states(other.potential(other.c2), 0, 3)
    assert abs(levels[0] - E3) < 1e-8
    diff = levels - E_ae[2:]
    print(f"r_c {radius:.1f} bohr: errors 4s {diff[1]:.2e}, "
          f"5s {diff[2]:.2e} hartree")
print("done: every assertion held")
```

It prints:

```
All-electron s levels, Na+ core potential (hartree):
  1s: -38.004812   Gaussian-basis check -38.004611
  2s: -2.347075   Gaussian-basis check -2.347075
  3s: -0.257745   Gaussian-basis check -0.257746
  4s: -0.081715   Gaussian-basis check -0.081713
  5s: -0.041146   Gaussian-basis check -0.041146
bound s states of neutral LDA atom in 130 bohr box: 4
outermost 3s node: 1.02 bohr
outer maximum of |u_3s|: 2.7 bohr
core radius r_c: 3.0 bohr
u_3s(r_c): 0.578823 bohr^-1/2
u_3s'(r_c): -0.062128 bohr^-3/2
V(r_c): -0.409641 hartree
V'(r_c): 0.195091 hartree/bohr
V''(r_c): -0.17032 hartree/bohr^2
3s norm inside r_c: 0.457771
p derivative 0 at r_c: -1.645372 bohr^-0
p derivative 1 at r_c: -0.440669 bohr^-1
p derivative 2 at r_c: -0.204203 bohr^-2
p derivative 3 at r_c: 0.248419 bohr^-3
p derivative 4 at r_c: -0.396190 bohr^-4
two roots c2: 0.197567 and 1.635179 bohr^-2
V_ps(0) for them: 0.33496 and 4.64779 hartree
c0: -1.829336e+00 bohr^-0
c2: 1.975669e-01 bohr^-2
c4: -7.806540e-03 bohr^-4
c6: -7.396817e-03 bohr^-6
c8: 1.248253e-03 bohr^-8
c10: -8.127396e-05 bohr^-10
c12: 1.956620e-06 bohr^-12
Pseudopotential levels and errors, pseudo minus all-electron:
  3s: -0.257745 hartree, error -1.17e-11 hartree
  4s: -0.081843 hartree, error -1.28e-04 hartree
  5s: -0.041216 hartree, error -6.95e-05 hartree
  4s in eV: all-electron -2.2236, pseudo -2.2271
  5s in eV: all-electron -1.1197, pseudo -1.1215
dL/dE at 3s: all-electron -2.73268, pseudo -2.73268, from norm -2.73267 (hartree bohr)^-1
mismatch growth on doubling E-E_3s: 4.017, control 2.010
  4s: u(r_c)^2 0.02385 bohr^-1, L_ps-L -1.081e-02 bohr^-1, estimated error -1.29e-04 hartree
  5s: u(r_c)^2 0.00674 bohr^-1, L_ps-L -2.086e-02 bohr^-1, estimated error -7.03e-05 hartree
control (norm x 1.2), errors: 4s -2.93e-03, 5s -1.32e-03 hartree
r_c 2.4 bohr: errors 4s -6.54e-05, 5s -3.54e-05 hartree
r_c 3.0 bohr: errors 4s -1.28e-04, 5s -6.95e-05 hartree
r_c 3.6 bohr: errors 4s -3.79e-04, 5s -2.05e-04 hartree
done: every assertion held
```
